# Occupation matrices with spin–orbit coupling: basis changes and the time-reversal constraint: verification in Python

```python
"""Occupation matrices of an l shell with spin, and time reversal.

Result under test: with n_ab = sum_i f_i <a|psi_i><psi_i|b>, a basis change V
(new vectors as columns in the old basis) gives n' = V^+ n V.  Time reversal
is Theta = -i sigma_y K, represented by T times complex conjugation, and a
nonmagnetic n obeys n = T n* T^+.  The projection (n + T n* T^+)/2 imposes it.
In an isolated shell with E = Tr(h n) + U/2 Tr(n - n n), the constraint costs
U/4 for an odd electron number and nothing for an even one.

Symbols: D = 2l+1; C = real harmonics as columns in complex harmonics;
A = |j m_j> as columns in |m sigma>; spin is the slow index (up, then down);
h = cubic field + zeta L.S; energies in hartree; angular momenta in hbar.
"""
import numpy as np
from math import factorial, sqrt, pi
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

rng = np.random.default_rng(7)
I2 = np.eye(2)
FLIP = np.array([[0.0, -1.0], [1.0, 0.0]])          # -i sigma_y
SIGMA = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


def dag(a):
    return a.conj().T


def close(a, b, tol=1e-10):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


def expect(op, n):
    return np.trace(op @ n).real


def real_in_complex(l):
    C = np.zeros((2*l + 1, 2*l + 1), complex)
    C[l, l] = 1
    for m in range(1, l + 1):
        s = (-1)**m
        C[l - m, l + m] = 1/sqrt(2)
        C[l + m, l + m] = s/sqrt(2)
        C[l - m, l - m] = 1j/sqrt(2)
        C[l + m, l - m] = -1j*s/sqrt(2)
    return C


def coupled_states(l):
    """Columns |j m_j> and labels (2j, 2m_j)."""
    D = 2*l + 1
    A, labels = np.zeros((2*D, 2*D)), []
    for two_j in (2*l - 1, 2*l + 1):
        for two_m in range(-two_j, two_j + 1, 2):
            plus = sqrt((l + 0.5 + two_m/2)/D)
            minus = sqrt((l + 0.5 - two_m/2)/D)
            up, down = (plus, minus) if two_j > 2*l else (-minus, plus)
            m_up, m_down = (two_m - 1)//2, (two_m + 1)//2
            if abs(m_up) <= l:
                A[m_up + l, len(labels)] = up
            if abs(m_down) <= l:
                A[D + m_down + l, len(labels)] = down
            labels.append((two_j, two_m))
    return A, labels


def coupled_reference(l, labels):
    """The same columns from a library of Clebsch-Gordan coefficients."""
    D, half = 2*l + 1, Rational(1, 2)
    A = np.zeros((2*D, 2*D))
    for col, (two_j, two_m) in enumerate(labels):
        for block, spin in enumerate((half, -half)):
            for m in range(-l, l + 1):
                if 2*m + int(2*spin) == two_m:
                    A[block*D + m + l, col] = float(clebsch_gordan(
                        l, half, Rational(two_j, 2), m, spin,
                        Rational(two_m, 2)))
    return A


def angular_momenta(l):
    """L and S in the complex-harmonic spin basis."""
    m = np.arange(-l, l + 1)
    up = np.diag(np.sqrt(l*(l + 1) - m[:-1]*(m[:-1] + 1.0)), -1)
    orb = [(up + up.T)/2, (up - up.T)/2j, np.diag(m)]
    return ([np.kron(I2, o) for o in orb],
            [np.kron(s/2, np.eye(2*l + 1)) for s in SIGMA])


def reversal_complex(l):
    signs = (-1.0)**np.arange(-l, l + 1)
    return np.kron(FLIP, np.diag(signs)[::-1])


def reversal_coupled(l, labels):
    T = np.zeros((len(labels), len(labels)))
    for col, (two_j, two_m) in enumerate(labels):
        row = labels.index((two_j, -two_m))
        T[row, col] = (-1.0)**((2*l - two_j + two_m)//2)
    return T


def project(n, T):
    return 0.5*(n + T @ n.conj() @ dag(T))


def random_hermitian(size):
    g = rng.normal(size=(size, size)) + 1j*rng.normal(size=(size, size))
    return (g + dag(g))/2


# Angular grid; complex harmonics by Rodrigues, real ones as polynomials.
nodes, node_w = np.polynomial.legendre.leggauss(12)
angles = 2*pi*np.arange(16)/16
ct, ph = [g.ravel() for g in np.meshgrid(nodes, angles, indexing="ij")]
weight = np.repeat(node_w, 16)*2*pi/16
st = np.sqrt(1 - ct**2)
x, y, z = st*np.cos(ph), st*np.sin(ph), ct
CARTESIAN = {
    1: [y, z, x],
    2: [x*y, y*z, 3*z**2 - 1, x*z, x**2 - y**2],
    3: [y*(3*x**2 - y**2), x*y*z, y*(5*z**2 - 1), z*(5*z**2 - 3),
        x*(5*z**2 - 1), z*(x**2 - y**2), x*(x**2 - 3*y**2)]}


def complex_harmonic(l, m):
    poly = (Polynomial([-1, 0, 1])**l).deriv(l + m)
    legendre = (-1.0)**m/(2**l*factorial(l))*st**m*poly(ct)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - m)/factorial(l + m))
    return norm*legendre*np.exp(1j*m*ph)


for l in (1, 2, 3):
    D = 2*l + 1
    C = real_in_complex(l)
    A, labels = coupled_states(l)
    A_ref = coupled_reference(l, labels)
    Y = np.array([complex_harmonic(l, m) for m in range(-l, l + 1)])
    S_real = np.array([f/sqrt(np.sum(weight*f*f)) for f in CARTESIAN[l]])
    assert close((Y.conj()*weight) @ S_real.T, C)
    assert close(A, A_ref)
    signs = (-1.0)**np.arange(-l, l + 1)
    assert close(Y.conj(), signs[:, None]*Y[::-1])

    # Occupations measured directly from spinor functions on the grid.
    W = np.kron(I2, C)
    V = dag(W) @ A
    Q = np.linalg.eigh(random_hermitian(2*D))[1]
    f = rng.random(2*D)
    n = (Q*f) @ dag(Q)
    psi = Q.T @ np.kron(I2, S_real)
    chi = A_ref.T @ np.kron(I2, Y)
    overlap = (chi.conj()*np.tile(weight, 2)) @ psi.T
    n_direct = (overlap*f) @ dag(overlap)
    assert close(dag(V) @ n @ V, n_direct)
    assert not close(V.T @ n @ V.conj(), n_direct, 1e-2)

    # Time reversal in the three bases; it must reverse L and S.
    T = np.kron(FLIP, np.eye(D))
    Tc, Tj = reversal_complex(l), reversal_coupled(l, labels)
    assert close(W @ T @ W.T, Tc)
    assert close(dag(A) @ Tc @ A.conj(), Tj)
    L, S = angular_momenta(l)
    for op in L + S:
        assert close(Tc @ op.conj() @ dag(Tc), -op)
        op_j = dag(A) @ op @ A
        assert close(Tj @ op_j.conj() @ dag(Tj), -op_j)

    # Projection: same result in every basis, and its stated properties.
    p = project(n, T)
    assert close(dag(V) @ p @ V, project(n_direct, Tj))
    assert close(W @ p @ dag(W), project(W @ n @ dag(W), Tc))
    assert close(project(p, T), p) and close(p, dag(p))
    assert close(np.trace(p), np.trace(n))
    ev = np.linalg.eigvalsh(p)
    assert close(ev[::2], ev[1::2]) and ev[0] > 0 and ev[-1] < 1
    uu, ud, du, dd = p[:D, :D], p[:D, D:], p[D:, :D], p[D:, D:]
    charge = uu + dd
    assert close(charge.imag, 0) and close(charge, charge.T)
    for M in (ud + du, 1j*(ud - du), uu - dd):
        assert close(M.real, 0) and close(M, -M.T)
    moments = [dag(W) @ op @ W for op in L + S]
    assert max(abs(expect(op, n)) for op in moments) > 1e-3
    assert max(abs(expect(op, p)) for op in moments) < 1e-10
    other = project(random_hermitian(2*D), T)
    assert close(np.linalg.norm(n - other)**2,
                 np.linalg.norm(n - p)**2 + np.linalg.norm(p - other)**2,
                 1e-8)
    LS = sum(a @ b for a, b in zip(L, S))
    upper = [i for i, lab in enumerate(labels) if lab[0] == 2*l + 1]
    count = np.trace(n_direct[np.ix_(upper, upper)]).real
    ls_value = expect(dag(W) @ LS @ W, n)
    assert close(count, ((l + 1)*np.sum(f) + 2*ls_value)/D)

    # Free real parameters, counted as the rank of the projection.
    rows = []
    for a in range(2*D):
        for b in range(a, 2*D):
            for c in ((1,) if a == b else (1, 1j)):
                e = np.zeros((2*D, 2*D), complex)
                e[a, b] = c
                e[b, a] = np.conj(c)
                q = project(e, T)
                rows.append(np.r_[q.real.ravel(), q.imag.ravel()])
    rank = np.linalg.matrix_rank(np.array(rows))
    assert len(rows) == 4*D*D and rank == D*(2*D - 1)
    if l == 2:
        free_d, all_d = rank, len(rows)

# Model d shell in real harmonics: xy, yz, z2, xz, x2-y2.
l, D = 2, 5
delta, zeta, U, electrons = 0.12, 0.016, 0.08, 5
hartree_ev = physical_constants["Hartree energy in eV"][0]
A, labels = coupled_states(l)
W = np.kron(I2, real_in_complex(l))
V = dag(W) @ A
T = np.kron(FLIP, np.eye(D))
L, S = [[dag(W) @ op @ W for op in ops] for ops in angular_momenta(l)]
LS = sum(a @ b for a, b in zip(L, S))
one = np.eye(2*D)
h = np.kron(I2, np.diag([0, 0, delta, 0, delta])) + zeta*LS


def penalty(n):
    return U/2*np.trace(n - n @ n).real


def energy(n):
    return expect(h, n) + penalty(n)


def potential(n):
    return h + U*(0.5*one - n)


def self_consistent(n, number, constrained):
    if constrained:
        n = project(n, T)
    for cycle in range(1, 2001):
        v = np.linalg.eigh(potential(n))[1][:, :number]
        new = v @ dag(v)
        if constrained:
            new = project(new, T)
        if close(new, n, 1e-11):
            return new, cycle
        n = new
    raise RuntimeError("self-consistency not reached")


levels = np.linalg.eigvalsh(h)
root = sqrt((delta + zeta/2)**2 + 6*zeta**2)
low = (delta - zeta/2 - root)/2
high = (delta - zeta/2 + root)/2
assert close(levels, [low]*4 + [zeta]*2 + [high]*4)

# Potential is the energy gradient; energy and potential respect Theta.
trial, step = random_hermitian(10), random_hermitian(10)
slope = (energy(trial + 1e-3*step) - energy(trial - 1e-3*step))/2e-3
assert close(slope, expect(potential(trial), step), 1e-8)
partner = T @ trial.conj() @ dag(T)
assert close(energy(trial), energy(partner))
assert close(potential(partner), T @ potential(trial).conj() @ dag(T))

seed = 0.5*one + 0.01*S[2]
n_con, cycles_con = self_consistent(seed, electrons, True)
n_mag, cycles_mag = self_consistent(seed, electrons, False)
e_con, e_mag = energy(n_con), energy(n_mag)
assert close(e_mag, np.sum(levels[:electrons]), 1e-9)
assert close(e_con - e_mag, U/4, 1e-9)
even_con = energy(self_consistent(seed, 4, True)[0])
even_mag = energy(self_consistent(seed, 4, False)[0])
assert close(even_con, even_mag, 1e-9)
H_con = potential(n_con)
assert close(H_con @ n_con, n_con @ H_con)
for eta in (0.1, 0.3):
    moved = n_con + 2*eta*(n_mag - n_con)
    assert close(energy(moved), e_con - U*eta**2, 1e-9)

# No allowed nonmagnetic matrix may lie below the constrained solution.
base = np.array([1, 1, 0.5, 0, 0])
for trial_number in range(400):
    g = project(random_hermitian(10), T)
    v = np.linalg.eigh(h + 10**rng.uniform(-4, 0)*g)[1]
    pairs = base
    if trial_number % 2:
        t = rng.random()
        pairs = t*rng.permutation(base) + (1 - t)*rng.permutation(base)
    sample = (v*np.repeat(pairs, 2)) @ dag(v)
    assert close(project(sample, T), sample, 1e-8)
    assert energy(sample) > e_con - 1e-10

ls_con = expect(LS, n_con)
ls_closed = 1 + 2*(-0.5 - ((delta + zeta/2)/2 + 6*zeta)/root)
assert close(ls_con, ls_closed, 1e-9)
lz, sz = expect(L[2], n_mag), expect(S[2], n_mag)
assert close([abs(lz), abs(sz)], [2/3, 1/6], 1e-7)

# Chain without inversion symmetry: Theta links k to -k.
hop = 0.03*(rng.normal(size=(10, 10)) + 1j*rng.normal(size=(10, 10)))
hop = project(hop, T)


def filled(k):
    Hk = h + hop*np.exp(1j*k) + dag(hop)*np.exp(-1j*k)
    v = np.linalg.eigh(Hk)[1][:, :electrons]
    return v @ dag(v)


mesh = (np.arange(8) + 0.5)*pi/8
for k in mesh:
    assert close(filled(-k), T @ filled(k).conj() @ dag(T), 1e-8)
half_sum = sum(filled(k) for k in mesh)/8
full_sum = (half_sum + sum(filled(-k) for k in mesh)/8)/2
half_error = np.max(np.abs(half_sum - T @ half_sum.conj() @ dag(T)))
assert half_error > 1e-2
assert close(project(full_sum, T), full_sum, 1e-8)
assert close(project(half_sum, T), full_sum, 1e-8)

# Worked numbers in the three bases and for two faulty recipes.
n_c, n_j = W @ n_con @ dag(W), dag(V) @ n_con @ V
upper = [i for i, lab in enumerate(labels) if lab[0] == 5]


def upper_count(matrix):
    return np.trace(matrix[np.ix_(upper, upper)]).real


scalar = np.kron(I2, (n_con[:D, :D] + n_con[D:, D:]).real/2)
swapped_j = V.T @ n_con @ V.conj()
assert abs(expect(LS, scalar)) < 1e-10 and abs(ls_con) > 1
assert abs(upper_count(swapped_j) - upper_count(n_j)) > 0.1


def show(label, value, unit="", digits=4):
    value = complex(value)
    re = round(value.real, digits) + 0.0
    im = round(value.imag, digits) + 0.0
    text = f"{re:.{digits}f}"
    if im != 0:
        text += f" {im:+.{digits}f} i"
    print(f"{label}: {text} {unit}".rstrip())


print("d shell, free / all real parameters:", free_d, "/", all_d)
show("Cubic splitting", delta, "hartree")
show("Spin-orbit constant zeta", zeta, "hartree")
show("Effective U", U, "hartree")
print("Electrons:", electrons)
show("Lower quartet level", levels[0], "hartree", 6)
show("Doublet level", levels[4], "hartree", 6)
show("Upper quartet level", levels[6], "hartree", 6)
print("Cycles, constrained / free:", cycles_con, "/", cycles_mag)
print("Nonmagnetic n, real harmonics (dimensionless)")
orb = {"xy": 0, "yz": 1, "z2": 2, "xz": 3, "x2-y2": 4}
for name, i in orb.items():
    show(f"  {name} up, {name} up", n_con[i, i])
for a, sa, b, sb in (("yz", 0, "xz", 0), ("yz", 1, "xz", 1),
                     ("xy", 0, "xz", 1), ("xy", 1, "xz", 0),
                     ("xy", 0, "yz", 1), ("xy", 1, "yz", 0)):
    spin = ("up", "down")
    show(f"  {a} {spin[sa]}, {b} {spin[sb]}",
         n_con[orb[a] + D*sa, orb[b] + D*sb])
print("Nonmagnetic n, complex harmonics (dimensionless)")
for m, s in ((1, 0), (-1, 1), (-1, 0), (1, 1)):
    i = m + l + D*s
    show(f"  diagonal m={m:+d} {('up', 'down')[s]}", n_c[i, i])
show("  m=+2 up, m=-2 up", n_c[4, 0])
show("  m=-2 down, m=+2 down", n_c[5, 9])
print("Nonmagnetic n, (2j,2mj) basis (dimensionless)")
for a, b in (((5, 5), (5, 5)), ((5, 3), (5, 3)), ((5, 1), (5, 1)),
             ((3, 3), (3, 3)), ((3, 1), (3, 1)), ((5, 5), (5, -3)),
             ((5, -5), (5, 3)), ((5, 1), (3, 1)), ((5, -1), (3, -1))):
    show(f"  {a}, {b}", n_j[labels.index(a), labels.index(b)])
show("<L.S>, nonmagnetic", ls_con, "hbar^2")
show("Electrons in j=5/2", upper_count(n_j))
show("Electrons in j=3/2", electrons - upper_count(n_j))
show("<L.S>, spin-averaged recipe", expect(LS, scalar), "hbar^2")
show("j=5/2 electrons, spin-averaged", upper_count(dag(V) @ scalar @ V))
show("j=5/2 electrons, wrong index rule", upper_count(swapped_j))
show("U penalty, nonmagnetic", penalty(n_con), "hartree", 6)
show("U penalty, spin-averaged", penalty(scalar), "hartree", 6)
show("Energy, nonmagnetic", e_con, "hartree", 6)
show("Energy, magnetic", e_mag, "hartree", 6)
show("Cost of constraint", e_con - e_mag, "hartree", 6)
show("Cost of constraint", (e_con - e_mag)*hartree_ev, "eV")
show("Magnetic solution <Lz>", lz, "hbar")
show("Magnetic solution <Sz>", sz, "hbar")
show("Chain, half-mesh reversal error", half_error)
print("all tests passed")
```

It prints:

```
d shell, free / all real parameters: 45 / 100
Cubic splitting: 0.1200 hartree
Spin-orbit constant zeta: 0.0160 hartree
Effective U: 0.0800 hartree
Electrons: 5
Lower quartet level: -0.010933 hartree
Doublet level: 0.016000 hartree
Upper quartet level: 0.122933 hartree
Cycles, constrained / free: 2 / 70
Nonmagnetic n, real harmonics (dimensionless)
  xy up, xy up: 0.8187
  yz up, yz up: 0.8187
  z2 up, z2 up: 0.0219
  xz up, xz up: 0.8187
  x2-y2 up, x2-y2 up: 0.0219
  yz up, xz up: 0.0000 -0.1594 i
  yz down, xz down: 0.0000 +0.1594 i
  xy up, xz down: 0.0000 +0.1594 i
  xy down, xz up: 0.0000 +0.1594 i
  xy up, yz down: -0.1594
  xy down, yz up: 0.1594
Nonmagnetic n, complex harmonics (dimensionless)
  diagonal m=+1 up: 0.6594
  diagonal m=-1 down: 0.6594
  diagonal m=-1 up: 0.9781
  diagonal m=+1 down: 0.9781
  m=+2 up, m=-2 up: -0.3984
  m=-2 down, m=+2 down: -0.3984
Nonmagnetic n, (2j,2mj) basis (dimensionless)
  (5, 5), (5, 5): 0.3008
  (5, 3), (5, 3): 0.4602
  (5, 1), (5, 1): 0.2610
  (3, 3), (3, 3): 0.7390
  (3, 1), (3, 1): 0.7390
  (5, 5), (5, -3): -0.0891
  (5, -5), (5, 3): -0.0891
  (5, 1), (3, 1): 0.4392
  (5, -1), (3, -1): -0.4392
<L.S>, nonmagnetic: -2.3905 hbar^2
Electrons in j=5/2: 2.0438
Electrons in j=3/2: 2.9562
<L.S>, spin-averaged recipe: 0.0000 hbar^2
j=5/2 electrons, spin-averaged: 3.0000
j=5/2 electrons, wrong index rule: 3.3187
U penalty, nonmagnetic: 0.020000 hartree
U penalty, spin-averaged: 0.039048 hartree
Energy, nonmagnetic: -0.007731 hartree
Energy, magnetic: -0.027731 hartree
Cost of constraint: 0.020000 hartree
Cost of constraint: 0.5442 eV
Magnetic solution <Lz>: 0.6667 hbar
Magnetic solution <Sz>: 0.1667 hbar
Chain, half-mesh reversal error: 0.3215
all tests passed
```
